# Tip Deflection of Uniform and Knife-Edge Lines under Uniform Pressure, part 2

A long line of height $H$ is clamped at its base, free at its top, and bent by a net side pressure $p$, the same at all heights. The uniform line has thickness $t=t_0$. The knife-edge line has $t=t_0x$, where $s=Hx$ is the distance from the tip. Beam theory for a line much taller than it is thick makes the knife-edge tip move four times as far as the uniform tip at equal $p$, $H$, $t_0$ and modulus.

Forces, moments and stiffnesses are per unit length of line. The distance from the midplane, across the line, is $y$. The deflection is $w$, $M$ is the bending moment, $B$ the local bending stiffness, $B_0$ its base value and $E'$ the plane-strain modulus:

$$
B(s)=\frac{E't(s)^3}{12},\qquad
B_0=\frac{E't_0^3}{12},\qquad
M=\frac{ps^2}{2},
$$

$$
w_{\rm tip}=\int_0^H\frac{sM(s)}{B(s)}\,ds
=\frac{6p}{E'}\int_0^H\left[\frac{s}{t(s)}\right]^3ds,
$$

$$
w_{\rm u}=\frac{pH^4}{8B_0},\qquad
w_{\rm k}=\frac{pH^4}{2B_0},\qquad
w_{\rm k}'=\frac{pH^3}{2B_0}\ln\frac1x .
$$

Here u and k denote the uniform and knife-edge tips, except that $w_{\rm k}'$ is the slope at $x$. The surface bending stress is $3ps^2/t^2$. A blunt top has finite thickness, with the thickness still varying linearly. The reduced deflections in the numerical output use units where $H=p=B_0=1$.

In the example, silicon lines along $[110]$ on a $(001)$ wafer dry from an alcohol rinse, with one trench full of liquid and the next dry. The values are $H=150$ nm, $t_0=20$ nm, space between uniform lines $S=20$ nm, surface tension $\gamma=0.02$ N/m, $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$ GPa, and $E'=149.2$ GPa. The material values are rough. At zero contact angle $p=2\gamma/S=2$ MPa, applied first to both shapes.

**Deflections.** The base stiffness is

$$
B_0=\frac{(149.2\times10^9)(20\times10^{-9})^3}{12}
=9.947\times10^{-14}\ {\rm N\,m}.
$$

The uniform line moves by

$$
w_{\rm u}=\frac{(2\times10^6)(150\times10^{-9})^4}
{8(9.947\times10^{-14})}\ {\rm m}=1.27\ {\rm nm}
$$

at its tip, or 12.7 Å. The knife edge moves by 5.09 nm, or 50.9 Å. The surface stress at both bases is $3pH^2/t_0^2=3(2)(150/20)^2=337.5$ MPa.

### Behaviour at the sharp tip

The slope of the knife edge is $(pH^3/2B_0)\ln(1/x)$, with a prefactor of 0.0339 in the example. It exceeds 0.3 where $x<\exp(-0.3/0.0339)$, which is the last 0.022 nm of the line. This is less than the size of an atom. The divergent slope therefore has little effect on the calculated deflection, although a continuum description has already lost its meaning at that scale.

A concentrated sideways force $F$ at the tip is a different matter. Its moment is $Fs$, and the knife-edge deflection is

$$
\int_0^H\frac{s(Fs)}{B_0s^3/H^3}\,ds
=\frac{FH^3}{B_0}\int_0^1\frac{dx}{x},
$$

which diverges logarithmically. The factor four holds for the distributed pressure and must not be carried over to a tip load. A finite top thickness removes the divergence.

### A base that yields

Of the corrections to the uniform line estimated here, the one for an imperfect clamp is the largest. The substrate deforms under the moment $M_0=pH^2/2$ at the foot of the line, and the line tilts as a whole. The tilt can be estimated by treating the substrate as an isotropic elastic half-space with modulus $E'$.

First consider a normal line force $P$ pressing on the surface. Let $r$ be the distance from it and $\theta$ the angle from the inward normal. The stress field

$$
\sigma_r=-\frac{2P}{\pi}\frac{\cos\theta}{r},
\qquad \sigma_\theta=\sigma_{r\theta}=0
$$

satisfies equilibrium because $r\sigma_r$ does not depend on $r$. It is compatible with a continuous displacement because $\cos\theta/r$ is harmonic. Over a semicircle it carries the force $(2P/\pi)\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=P$.

The radial strain is $\sigma_r/E'$. Integrating it over $r$ gives a radial displacement whose $r$-dependent part is $-(2P/\pi E')\cos\theta\ln r$. The hoop strain is $(u_r+\partial_\theta u_\theta)/r$, and it varies as $1/r$. The logarithm must therefore cancel from the sum $u_r+\partial_\theta u_\theta$, which requires a term $(2P/\pi E')\sin\theta\ln r$ in $u_\theta$. The condition of zero shear strain permits no further dependence on $r$ apart from a rigid rotation, which symmetry excludes. At the surface, $\theta=\pi/2$ and positive $u_\theta$ points outwards. The inward surface displacement is thus $-(2P/\pi E')\ln r$ plus a constant.

Now let the foot of the line transmit the linear bending stress $12M_0y/t_0^3$. Write $y=t_0Y$, with $-1/2<Y<1/2$. The mean rotation $\phi$ is defined by equating $M_0\phi$ to the integral of stress times surface displacement. Collecting factors gives

$$
\phi=-\frac{288M_0}{\pi E't_0^2}\,J,\qquad
J=\iint YY'\ln|Y-Y'|\,dY\,dY' .
$$

The additive constants drop out because the stress has zero total force.

To evaluate $J$, set $u=Y-Y'$ and $v=(Y+Y')/2$. The Jacobian is 1, $YY'=v^2-u^2/4$, and $v$ runs between $\pm(1-|u|)/2$. For positive $u$ the integral over $v$ is

$$
\frac{(1-u)^3}{12}-\frac{u^2(1-u)}4
=\frac1{12}-\frac u4+\frac{u^3}{6}.
$$

Negative $u$ gives the same contribution. With $\int_0^1u^n\ln u\,du=-1/(n+1)^2$,

$$
J=-2\left(\frac1{12}-\frac1{16}+\frac1{96}\right)=-\frac1{16},
\qquad
\phi=\frac{18}{\pi}\frac{M_0}{E't_0^2}.
$$

The coefficient is 5.73. The rotation moves the tip by

$$
\phi H=\frac{9pH^3}{\pi E't_0^2}=0.324\ {\rm nm}
$$

for either shape, since both have the same base moment and thickness. This is 25% of the clamped deflection of the uniform line and 6% of that of the knife edge. The ratio falls to

$$
\frac{5.089+0.324}{1.272+0.324}=3.39 .
$$

The assumed linear stress at the foot and the isotropic substrate make this an estimate. In full anisotropic plane-strain elasticity, which is quoted here and not derived, the tip shift in this example is 0.26 to 0.27 nm. That is a sixth to a fifth smaller and puts the ratio near 3.5.

### Native oxide

Suppose that each face has an oxide skin of thickness $d=1$ nm and modulus $E_{\rm ox}=75$ GPa, both rough, included in the stated total thickness. The silicon core has thickness $t_c=t-2d$, or zero where $t<2d$. Integrating modulus times $y^2$ over core and skins gives

$$
B(t)=\frac{E't_c^3+E_{\rm ox}(t^3-t_c^3)}{12}.
$$

The tip integral then yields 1.47 nm for the uniform line and 7.36 nm for the knife edge, a ratio of about 5.0. The ratio rises because the oxide is softer than silicon and takes a growing share of the section as the knife edge thins, while its share in the uniform line is the same at every height. The last tenth of the height of the knife edge is entirely oxide in this model. The factor four therefore assumes a homogeneous material.

### Smaller corrections

**Shear.** In a rectangular section the shear stress is parabolic, and its energy is $6/5$ of the energy of a uniform stress with the same total force. With $G=C_{44}$, the added tip deflection is $\int_0^H(6ps/5Gt)\,ds$. This equals $3pH^2/(5Gt_0)$ for the uniform line and twice that for the knife edge. Relative to bending, the additions are 1.3% and 0.66%. For the tapered shape the parabolic distribution is an estimate. Other corrections of the same order in $(t_0/H)^2$ are left out, so these figures give the size of the effect only: in full plane-strain elasticity the clamped lines exceed the beam values by about 1.1% and 0.4%.

**Tilted face.** Each face of the knife edge is inclined by $\alpha$, where $\tan\alpha=t_0/2H$. On a height $ds$ the suction has the horizontal component $p\,ds$, as assumed, and an upward component $p\tan\alpha\,ds$. The latter acts at a distance $s\tan\alpha$ from the midplane and opposes the bending. The moment becomes $(ps^2/2)(1-\tan^2\alpha)$, a loss of 0.44%.

**Contact line.** The liquid surface also pulls on the wet top edge. For the uniform line the pull is downwards with lever arm $t_0/2$. Its constant moment $\gamma t_0/2$ moves the tip by $\gamma t_0H^2/(4B_0)$. Relative to $w_{\rm u}$ this is

$$
\frac{2\gamma t_0}{pH^2}=\frac{St_0}{H^2}
=\frac{20\times20}{150^2}=1.8\%.
$$

On a tapered line the pull follows the inclined face and has a sideways component. For a top 2 nm thick, the combined sideways force and edge moment add 2.3% to that line's own deflection under a pressure of 2 MPa, when evaluated on the undeformed shape. The slope of the bent tip, about 0.05, is close to the inclination of the face, 0.06, and it turns the pull back towards the vertical, so on the bent line the share is nearer 2.0%. At the lower pressure of the equal-pitch array described below, the share is about twice as large. For a perfectly sharp tip, the sideways component would produce the logarithmic divergence found above.

### Lines of equal pitch

Equal pressure is not what two drying arrays of equal pitch experience. Knife-edge lines leave an opening of $S+t_0=40$ nm at the top. With the trench full to the tips and the liquid meeting the inclined walls at zero contact angle, the vertical force balance gives

$$
p_{\rm k}=\frac{2\gamma\cos\alpha}{S+t_0}=0.998\ {\rm MPa}.
$$

The tip deflection caused by the pressure alone falls to 2.54 nm, and its ratio to that of the uniform line is

$$
4\,\frac{S\cos\alpha}{S+t_0}=2.00 .
$$

The mechanical factor is still four, but the load is about half as large. The pull of the contact line, which would diverge for a perfectly sharp tip, is left out here and in the next section. If the liquid recedes into the tapered trench, the opening at its surface narrows and the loaded height shrinks. That case needs a separate integral over the wetted part.

### Feedback between neighbouring lines

Two lines on either side of a wet trench lean towards each other. If each tip moves by $w$, a top opening $g$ shrinks to $g-2w$. Let $w_1$ be the deflection calculated with the undeformed opening. Scaling the pressure over the whole height with the inverse of the top opening gives

$$
w=\frac{w_1}{1-2w/g}
\quad\Rightarrow\quad
2w^2-gw+gw_1=0 .
$$

The root that tends to $w_1$ for a weak load is

$$
w=\frac g4\left(1-\sqrt{1-\frac{8w_1}{g}}\right).
$$

It exists when $w_1\le g/8$. Beyond that value this model has no equilibrium with the lines apart. For the uniform pair, $g=20$ nm and $w_1=1.27$ nm, which is below the limit of 2.5 nm, and the deflection rises to 1.50 nm. For the knife-edge pair at equal pitch, $g=40$ nm and $w_1=2.54$ nm, below the limit of 5 nm, and the result is 2.98 nm. The ratio remains close to 2 because $w_1/g$ is nearly the same in both cases.

### Relation to real lines

The dimensions and the alcohol-like surface tension are meant to represent narrow silicon structures in wet cleaning, as rough typical values. A top of zero thickness is not typical: it is the limiting case that defines the factor four. With a 2 nm top and the other settings fixed, the factor is 2.62. For the sharp shape, a yielding base changes it to roughly 3.4 to 3.5, the assumed oxide to about 5.0, and equal pitch to 2.00 if the contact-line pull is left out. Each figure changes one assumption at a time, and the changes should not be multiplied together. The contact angle, the liquid level and the actual profile must be known before a deflection is predicted for a particular wafer. Sticking after contact is outside the model.

For an implementation, the measured thickness profile $t(s)$ of a symmetric, slowly tapering line can be used in $w_{\rm tip}=(6p/E')\int_0^H(s/t)^3ds$ for a homogeneous line under uniform pressure. For the linear knife edge, the integrand should be assigned its finite limit $(H/t_0)^3$ at the tip, which avoids division of zero by zero. The base rotation can then be added as $\phi H$. The factor four is suitable as a test of such a code when the base is clamped, the material homogeneous, the pressure common to both shapes and the tip sharp. The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
Reduced tip deflection, uniform, numerical: 0.125
Reduced tip deflection, knife, numerical: 0.5
Tip ratio from energy minimisation: 3.99999
Deflection ratio at height 0.25 H: 1.299
Deflection ratio at height 0.5 H: 1.733
Deflection ratio at height 0.75 H: 2.416
Tip ratio, top 1 nm thick: 3.036
Tip ratio, top 2 nm thick: 2.62
Tip ratio, top 4 nm thick: 2.132
Tip ratio, top 10 nm thick: 1.458
Height: 150 nm
Base thickness: 20 nm
Space between uniform lines: 20 nm
Surface tension (rough): 0.02 N/m
C11 (rough): 170 GPa
C12 (rough): 64 GPa
C44 (rough): 80 GPa
Plane-strain modulus, line along [110]: 149.2 GPa
Plane-strain modulus, line along [100]: 145.9 GPa
Young modulus along [001], free sides: 135 GPa
Base bending stiffness per length: 9.947e-14 N m
Capillary pressure: 2 MPa
Capillary pressure: 1.248e-05 eV/A^3
Tip deflection, uniform: 1.272 nm
Tip deflection, uniform: 12.72 A
Tip deflection, knife edge: 5.089 nm
Tip deflection, knife edge: 50.89 A
Surface stress at base, both lines: 337.5 MPa
Knife slope scale p H^3/(2 B0): 0.03393
Length at tip with slope above 0.3: 0.022 nm
Base rotation coefficient: 5.73
Tip shift from yielding base, each line: 0.324 nm
Tip ratio with yielding base: 3.39
Shear addition, uniform: 1.3 %
Shear addition, knife edge: 0.66 %
Oxide skin thickness (rough): 1 nm
Oxide modulus (rough): 75 GPa
Tip deflection with oxide, uniform: 1.47 nm
Tip deflection with oxide, knife edge: 7.36 nm
Tip ratio with oxide: 5
Contact-line addition, uniform: 1.8 %
Contact-line addition, 2 nm top: 2.3 %
Moment loss from tilted face, knife: 0.44 %
Equal pitch: top opening of knife lines: 40 nm
Equal pitch: pressure on knife lines: 0.9978 MPa
Equal pitch: knife tip deflection: 2.539 nm
Equal pitch: tip ratio: 1.996
Leaning pair: uniform tip deflection: 1.5 nm
Leaning pair: knife tip, equal pitch: 2.98 nm
```
